# The Milne Relation from Microscopic Reversibility, Checked against Thermal Equilibrium: verification in Python

```python
"""
Result under test (Milne relation):
    sigma_rec = (g_n/g_ion) * (photon momentum / electron momentum)**2 * sigma_ion
sigma_ion: photoionization cross section of level n, averaged over its substates.
sigma_rec: spontaneous recombination cross section into all substates of n.
g_n, g_ion: statistical weights of the atomic level (with spin) and of the ion.
Test system: nonrelativistic hydrogen, fixed proton, dipole approximation.
sigma_ion comes from numerically integrated radial waves; sigma_rec comes from
the three-dimensional Coulomb scattering wave. Neither uses the Milne relation.
The thermal test compares rates in Planck radiation and a Maxwell gas with Saha.
Cross sections are computed in atomic units and thermal rates in SI units.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

ALPHA = const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
EV = const.e
H, C, KB, ME = const.h, const.c, const.k, const.m_e
HARTREE_EV = HARTREE / EV
CM2 = BOHR**2 * 1e4

# principal quantum number, weight g_n, {continuum l: angular weight}
LEVELS = {"1s": (1, 2, {1: 1.0}),
          "2p": (2, 6, {0: 1.0 / 3.0, 2: 2.0 / 3.0})}
G_ION = 1


def binding(level):
    return 0.5 / LEVELS[level][0]**2


def continuum_waves(l, energies, step=0.02, r_max=400.0):
    """Energy-normalized regular radial waves, one column per energy."""
    count = int(round(r_max / step))
    r = step * np.arange(1, count + 1)
    ksq = 2.0 * energies
    g = (l * (l + 1) / r**2 - 2.0 / r)[:, None] - ksq[None, :]
    u = np.zeros_like(g)
    # power series at the first two points
    coeffs = [np.ones_like(ksq)]
    for j in range(1, 9):
        older = coeffs[j - 2] if j > 1 else 0.0
        coeffs.append((-2.0 * coeffs[j - 1] - ksq * older)
                      / (j * (j + 2 * l + 1)))
    for i in (0, 1):
        u[i] = r[i]**(l + 1) * sum(a * r[i]**j for j, a in enumerate(coeffs))
    # Numerov integration outward
    factor = 1.0 - step**2 * g / 12.0
    source = step**2 * g
    w_old, w_now = factor[0] * u[0], factor[1] * u[1]
    for i in range(1, count - 1):
        w_new = 2.0 * w_now - w_old + source[i] * u[i]
        u[i + 1] = w_new / factor[i + 1]
        w_old, w_now = w_now, w_new
    # distant amplitude from the local wave number
    j = count - 3
    local_k = np.sqrt(-g[j])
    dg = -2.0 * l * (l + 1) / r[j]**3 + 2.0 / r[j]**2
    dk = -dg / (2.0 * local_k)
    du = (u[j - 2] - 8 * u[j - 1] + 8 * u[j + 1] - u[j + 2]) / (12 * step)
    amp = np.sqrt(local_k * u[j]**2
                  + (du + dk * u[j] / (2 * local_k))**2 / local_k)
    return r, step, u * np.sqrt(2.0 / np.pi) / amp


def sigma_ion(level, energies):
    """Photoionization cross section in bohr^2; electron energies in hartree."""
    energies = np.atleast_1d(np.asarray(energies, dtype=float))
    strength = np.zeros_like(energies)
    for l, weight in LEVELS[level][2].items():
        r, step, u = continuum_waves(l, energies)
        if level == "1s":
            bound = 2.0 * r * np.exp(-r)
        else:
            bound = r**2 * np.exp(-r / 2) / (2.0 * np.sqrt(6.0))
        radial = step * np.sum((bound * r)[:, None] * u, axis=0)
        strength += weight * radial**2
    omega = binding(level) + energies
    return 4 * np.pi**2 * ALPHA * omega * strength / 3.0


NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def sigma_rec(level, energy):
    """Spontaneous recombination cross section in bohr^2, from the 3D wave."""
    n = LEVELS[level][0]
    k = np.sqrt(2.0 * energy)
    length = 64.0 * n
    grid = 0.5 * length * (NODES + 1.0)
    wt = 0.5 * length * WEIGHTS
    # parabolic coordinates xi = r + z (rows), eta = r - z (columns)
    hyper = np.array([complex(mp.hyp1f1(mp.mpc(0, 1 / k), 1, mp.mpc(0, k * t)))
                      for t in grid])
    xi, eta = grid[:, None], grid[None, :]
    r, z, rho_sq = (xi + eta) / 2, (xi - eta) / 2, xi * eta
    volume = 2 * np.pi * (xi + eta) / 4 * wt[:, None] * wt[None, :]
    wave = np.exp(1j * k * z) * hyper[None, :]
    density_at_ion = (2 * np.pi / k) / (1.0 - np.exp(-2 * np.pi / k))
    if level == "1s":
        orbital = np.exp(-r) / np.sqrt(np.pi)
        total = abs(np.sum(volume * orbital * z * wave))**2
    else:
        radial = np.exp(-r / 2) / (4 * np.sqrt(2 * np.pi))
        along = np.sum(volume * radial * z**2 * wave)
        across = np.sum(volume * radial * rho_sq / 2 * wave)
        total = abs(along)**2 + 2 * abs(across)**2
    omega = binding(level) + energy
    return 4 * ALPHA**3 * omega**3 * density_at_ion * total / (3 * k)


# ---- cross sections from the two independent calculations ----
# Tolerance: the distant-amplitude normalization is good to a few parts in 1e4.
TOL = 1e-3
energies_ev = np.array([0.1, 1.0, 10.0])
print("Hydrogen, fixed proton; g_ion =", G_ION)
saved = {}
for level in LEVELS:
    g_n = LEVELS[level][1]
    print(f"Level {level}: g_n = {g_n}, "
          f"ionization energy = {binding(level) * HARTREE_EV:.4f} eV")
    ion_values = sigma_ion(level, energies_ev / HARTREE_EV)
    for e_ev, s_ion in zip(energies_ev, ion_values):
        e_au = e_ev / HARTREE_EV
        s_rec = sigma_rec(level, e_au)
        photon_j = (binding(level) + e_au) * HARTREE
        p_photon = photon_j / C
        p_electron = np.sqrt(2 * ME * e_ev * EV)
        momentum_sq = (p_photon / p_electron)**2
        milne = g_n / G_ION * momentum_sq * s_ion
        weight_ratio = s_rec / s_ion / momentum_sq
        assert abs(s_rec / milne - 1) < TOL, (level, e_ev, s_rec / milne)
        saved[level, e_ev] = (s_ion, s_rec, photon_j, p_photon, p_electron,
                              momentum_sq, milne)
        print(f" electron energy {e_ev:.1f} eV, photon {photon_j / EV:.4f} eV:")
        print(f"  sigma_ion = {s_ion * CM2:.4e} cm^2")
        print(f"  sigma_rec, direct = {s_rec * CM2:.4e} cm^2")
        print(f"  weight ratio found from both = {weight_ratio:.4f}")

case = saved["1s", 1.0]
print("Worked case: 1s, electron energy 1 eV")
print(f" electron speed = {case[4] / ME:.4e} m/s")
print(f" electron momentum = {case[4]:.4e} kg m/s")
print(f" photon momentum = {case[3]:.4e} kg m/s")
print(f" squared momentum ratio photon/electron = {case[5]:.4e}")
print(f" sigma_rec from Milne = {case[6] * CM2:.4e} cm^2")
print(f" direct/Milne - 1 = {case[1] / case[6] - 1:.1e}")

# ---- thermal balance for 2p ----
temperature = 20000.0
kt = KB * temperature
level = "2p"
g_n = LEVELS[level][1]
ionization_j = binding(level) * HARTREE


def planck_occupation(photon_energy):
    return 1.0 / np.expm1(photon_energy / kt)


# photoionization: Legendre grid in electron energy, 0 to 30 kT
x, w = np.polynomial.legendre.leggauss(24)
e_j = 15 * kt * (x + 1)
w_j = 15 * kt * w
photon = ionization_j + e_j
nu = photon / H
planck = 2 * H * nu**3 / C**2 * planck_occupation(photon)
s_ion_m2 = sigma_ion(level, e_j / HARTREE) * BOHR**2
rate_ion = np.sum(w_j / H * 4 * np.pi * planck / photon * s_ion_m2)

# recombination: Laguerre grid, whose weights carry the Maxwell exponential
x, w = np.polynomial.laguerre.laggauss(12)
e_j = x * kt
speed_sq = 2 * e_j / ME
maxwell_front = 4 * np.pi * (ME / (2 * np.pi * kt))**1.5 * speed_sq
s_rec_m2 = np.array([sigma_rec(level, e / HARTREE) for e in e_j]) * BOHR**2
terms = w * kt * maxwell_front * s_rec_m2 / ME
spontaneous = np.sum(terms)
stimulated = np.sum(terms * planck_occupation(ionization_j + e_j))

saha = (2 * G_ION / g_n * (2 * np.pi * ME * kt / H**2)**1.5
        * np.exp(-ionization_j / kt))
ratio_full = rate_ion / (spontaneous + stimulated)
ratio_spont = rate_ion / spontaneous
assert abs(ratio_full / saha - 1) < TOL, ratio_full / saha
assert ratio_spont / saha - 1 > 0.02, ratio_spont / saha

print(f"Thermal balance: level 2p, T = {temperature:.0f} K")
print(f" kT = {kt / EV:.4f} eV, I/kT = {ionization_j / kt:.4f}")
print(f" photoionization rate = {rate_ion:.4e} s^-1")
print(f" spontaneous recombination = {spontaneous * 1e6:.4e} cm^3/s")
print(f" stimulated recombination = {stimulated * 1e6:.4e} cm^3/s")
print(f" Ne*Nion/Nn from the rates = {ratio_full * 1e-6:.4e} cm^-3")
print(f" Ne*Nion/Nn from Saha = {saha * 1e-6:.4e} cm^-3")
print(f" rates/Saha - 1 = {ratio_full / saha - 1:.1e}")
print(f" same without stimulated part = {ratio_spont / saha - 1:.4f}")

# ---- photon occupation recovered from balance at one frequency ----
s_ion, s_rec, photon = saved[level, 1.0][:3]
e_one = 1.0 * EV
speed = np.sqrt(2 * e_one / ME)
f_speed = (4 * np.pi * (ME / (2 * np.pi * kt))**1.5 * speed**2
           * np.exp(-e_one / kt))
absorb = 8 * np.pi * (photon / H)**2 / (C**2 * H) * s_ion * BOHR**2
emit = saha * f_speed / ME * s_rec * BOHR**2
found = emit / (absorb - emit)
found_no_stim = emit / absorb
expected = planck_occupation(photon)
wien = np.exp(-photon / kt)
assert abs(found / expected - 1) < 2 * TOL
assert abs(found_no_stim / wien - 1) < TOL
print(f"Photon occupation at {photon / EV:.4f} eV, same T")
print(f" from balance = {found:.5f}, Planck = {expected:.5f}")
print(f" without stimulated part = {found_no_stim:.5f}, Wien = {wien:.5f}")
print("done: every assertion held")
```

Output:

```
Hydrogen, fixed proton; g_ion = 1
Level 1s: g_n = 2, ionization energy = 13.6057 eV
 electron energy 0.1 eV, photon 13.7057 eV:
  sigma_ion = 6.1821e-18 cm^2
  sigma_rec, direct = 2.2727e-20 cm^2
  weight ratio found from both = 2.0001
 electron energy 1.0 eV, photon 14.6057 eV:
  sigma_ion = 5.2144e-18 cm^2
  sigma_rec, direct = 2.1769e-21 cm^2
  weight ratio found from both = 2.0000
 electron energy 10.0 eV, photon 23.6057 eV:
  sigma_ion = 1.3926e-18 cm^2
  sigma_rec, direct = 1.5186e-22 cm^2
  weight ratio found from both = 2.0000
Level 2p: g_n = 6, ionization energy = 3.4014 eV
 electron energy 0.1 eV, photon 3.5014 eV:
  sigma_ion = 1.2396e-17 cm^2
  sigma_rec, direct = 8.9227e-21 cm^2
  weight ratio found from both = 6.0002
 electron energy 1.0 eV, photon 4.4014 eV:
  sigma_ion = 6.0882e-18 cm^2
  sigma_rec, direct = 6.9243e-22 cm^2
  weight ratio found from both = 6.0000
 electron energy 10.0 eV, photon 13.4014 eV:
  sigma_ion = 1.5005e-19 cm^2
  sigma_rec, direct = 1.5821e-23 cm^2
  weight ratio found from both = 6.0000
Worked case: 1s, electron energy 1 eV
 electron speed = 5.9310e+05 m/s
 electron momentum = 5.4027e-25 kg m/s
 photon momentum = 7.8057e-27 kg m/s
 squared momentum ratio photon/electron = 2.0873e-04
 sigma_rec from Milne = 2.1769e-21 cm^2
 direct/Milne - 1 = 6.1e-07
Thermal balance: level 2p, T = 20000 K
 kT = 1.7235 eV, I/kT = 1.9736
 photoionization rate = 1.1187e+07 s^-1
 spontaneous recombination = 3.2442e-14 cm^3/s
 stimulated recombination = 2.9219e-15 cm^3/s
 Ne*Nion/Nn from the rates = 3.1634e+20 cm^-3
 Ne*Nion/Nn from Saha = 3.1635e+20 cm^-3
 rates/Saha - 1 = -5.6e-06
 same without stimulated part = 0.0901
Photon occupation at 4.4014 eV, same T
 from balance = 0.08434, Planck = 0.08434
 without stimulated part = 0.07778, Wien = 0.07778
done: every assertion held
```
